# Nuclear shielding in a uniform electric field: atom and bonded proton: a numerical check

```python
"""Nuclear shielding in a uniform electric field F (Buckingham expansion).

Result under test, for one third of the trace of the shielding tensor:
    sigma(F) = sigma0 - A*Fz - B_par*Fz**2 - B_perp*(Fx**2 + Fy**2)
z points from the bonded partner to the observed proton.
Free H atom:   A = 0 by parity, B_par = B_perp = (881/216)*alpha**2.
Proton in H2:  A is not zero, and is opposite for the two protons.
Atomic units; alpha = fine-structure constant; an electron has energy +F.r.
Angular momentum matrices are stored as real antisymmetric K, with L = -i*K.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from pyscf import gto, dft, scf
from scipy.constants import alpha, physical_constants

PPM = alpha**2 * 1e6
FIELD_V_PER_NM = physical_constants['atomic unit of electric field'][0] * 1e-9


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


def orthonormal_basis(mol):
    values, vectors = np.linalg.eigh(mol.intor('int1e_ovlp'))
    keep = values > 1e-7
    return vectors[:, keep] / np.sqrt(values[keep])


def quadrature(mol):
    grids = dft.gen_grid.Grids(mol)
    grids.verbose = 0
    grids.atom_grid = {'H': (75, 302)}
    grids.prune = None
    grids.build()
    orbitals = mol.eval_gto('GTOval_sph_deriv1', grids.coords)
    return grids.coords, grids.weights, orbitals


def magnetic_operators(quad, nucleus, gauge):
    """Diagonal components of the bilinear term, L/r^3 and L, by quadrature."""
    coords, weights, ao = quad
    rk, ro = coords - np.array(nucleus), coords - np.array(gauge)
    inverse_cube = np.linalg.norm(rk, axis=1)**-3
    bilinear, orbital, angular = [], [], []
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        kernel = 0.5 * (np.sum(ro * rk, axis=1) - ro[:, a] * rk[:, a])
        kernel = kernel * inverse_cube * weights
        bilinear.append(ao[0].T @ (ao[0] * kernel[:, None]))
        for x, factor, store in ((rk, inverse_cube, orbital), (ro, 1.0, angular)):
            rotated = x[:, b, None] * ao[1 + c] - x[:, c, None] * ao[1 + b]
            matrix = ao[0].T @ (rotated * (weights * factor)[:, None])
            store.append((matrix - matrix.T) / 2)
    return bilinear, orbital, angular


def coulomb(eri, density):
    n = len(density)
    rows, cols = np.tril_indices(n)
    packed = density[rows, cols] * np.where(rows == cols, 1.0, 2.0)
    potential = np.zeros((n, n))
    potential[rows, cols] = eri @ packed
    potential[cols, rows] = potential[rows, cols]
    return potential


def solve(h, X, eri=None, guess=None):
    """Eigenstates of h (one electron) or of self-consistent h+J (two)."""
    if eri is None:
        energies, U = np.linalg.eigh(X.T @ h @ X)
        return energies, X @ U, None
    projector = guess
    for _ in range(100):
        J = 0.0 if projector is None else coulomb(eri, X @ projector @ X.T)
        energies, U = np.linalg.eigh(X.T @ (h + J) @ X)
        new = np.outer(U[:, 0], U[:, 0].conj()).real
        if projector is None:
            projector = new
            continue
        change = new - projector
        projector = projector + 0.75 * change
        if abs(change).max() < 1e-9:
            return energies, X @ U, projector
    raise RuntimeError('self-consistency not reached')


def two_electron_energy(h, state, eri):
    c = state[1][:, 0]
    density = np.outer(c, c.conj()).real
    return 2 * (c.conj() @ h @ c).real + np.sum(density * coulomb(eri, density))


def shielding(state, operators, electrons):
    """Rows: diamagnetic, paramagnetic; columns: xx, yy, zz; in ppm."""
    energies, C, _ = state
    c0, excited, gaps = C[:, 0], C[:, 1:], energies[1:] - energies[0]
    dia = [c0 @ D @ c0 for D in operators[0]]
    para = [-np.sum((c0 @ M @ excited) * (c0 @ K @ excited) / gaps)
            for M, K in zip(operators[1], operators[2])]
    return PPM * electrons * np.array([dia, para])


def isotropic(tensor):
    return tensor.sum() / 3


# ---- hydrogen atom, closed form
r = sp.symbols('r', positive=True)


def p_wave_operator(f):
    """(H0 - E0) acting on the radial part r*f*exp(-r) of a p function."""
    u = r * f * sp.exp(-r)
    kinetic = -sp.diff(r**2 * sp.diff(u, r), r) / (2 * r**2) + u / r**2
    return kinetic - u / r + u / 2


f_field = 1 + r / 2
f_magnetic = sp.Rational(11, 6) + sp.Rational(11, 12) * r + r**2 / 6
assert sp.simplify(p_wave_operator(f_field) - r * sp.exp(-r)) == 0
assert sp.simplify(p_wave_operator(f_magnetic) - r * f_field * sp.exp(-r)) == 0


def radial_integral(polynomial):
    return sp.integrate(sp.expand(polynomial) * sp.exp(-2 * r), (r, 0, sp.oo))


stark = -sp.Rational(4, 3) * radial_integral(r**4 * f_field)
atom_para_perp = -sp.Rational(4, 3) * radial_integral(r * f_field * f_magnetic)
atom_dia = sp.Rational(4, 3) * stark
atom_B = -(atom_dia + sp.Rational(2, 3) * atom_para_perp)
assert atom_B == sp.Rational(881, 216)

# ---- hydrogen atom, diagonalization in finite fields
atom = gto.M(atom=[['H', (0, 0, 0)]], unit='Bohr', spin=1, verbose=0,
             basis={'H': even_tempered(0, 0.02, 2.2, 14)
                    + even_tempered(1, 0.02, 2.2, 12)
                    + even_tempered(2, 0.03, 2.5, 6)})
X_atom = orthonormal_basis(atom)
h_atom = atom.intor('int1e_kin') + atom.intor('int1e_nuc')
z_atom = atom.intor('int1e_r')[2]
ops_atom = magnetic_operators(quadrature(atom), (0, 0, 0), (0, 0, 0))
f_atom = 0.002
atom_tensor = {k: shielding(solve(h_atom + k * f_atom * z_atom, X_atom), ops_atom, 1)
               for k in (-2, -1, 0, 1, 2)}


def atom_quadratic(component):
    even = [(component(atom_tensor[k]) + component(atom_tensor[-k])) / 2
            - component(atom_tensor[0]) for k in (1, 2)]
    return (16 * even[0] - even[1]) / (12 * f_atom**2)


atom_sigma0 = isotropic(atom_tensor[0])
atom_A_num = (isotropic(atom_tensor[-1]) - isotropic(atom_tensor[1])) / (2 * f_atom)
atom_B_num = -atom_quadratic(isotropic)
atom_para_num = atom_quadratic(lambda t: t[1, 0])
# Tolerances of one part in a thousand allow for the finite Gaussian basis.
assert abs(atom_sigma0 / (PPM / 3) - 1) < 1e-3
assert abs(atom_A_num) < 1e-4
assert abs(atom_B_num / (float(atom_B) * PPM) - 1) < 1e-3
assert abs(atom_para_num / (float(atom_para_perp) * PPM) - 1) < 1e-3

# ---- two protons: observed one at the origin, partner at z = -R
R = 1.4
mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, -R)]], unit='Bohr', verbose=0,
            basis={'H': even_tempered(0, 0.04, 3.0, 9)
                   + even_tempered(1, 0.08, 3.0, 6)
                   + even_tempered(2, 0.15, 3.0, 3)})
X = orthonormal_basis(mol)
h0 = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
position = mol.intor('int1e_r')
eri = mol.intor('int2e', aosym='s4')
quad = quadrature(mol)
ops = magnetic_operators(quad, (0, 0, 0), (0, 0, 0))
ops_partner = magnetic_operators(quad, (0, 0, -R), (0, 0, -R))
ops_midgauge = magnetic_operators(quad, (0, 0, 0), (0, 0, -R / 2))


def hamiltonian(field):
    return h0 + np.einsum('a,aij->ij', np.array(field), position)


# ---- one electron: third-order formula against finite differences
energies, C, _ = solve(h0, X)
resolvent = np.diag(np.concatenate([[0.0], 1 / (energies[1:] - energies[0])]))
identity = np.eye(len(energies))
W = C.T @ position[2] @ C
third_order = 0.0
for D, M, K in zip(*ops):
    third_order -= 2 * (C[:, 0] @ D @ C) @ resolvent @ W[:, 0]
    perturbations = (-1j * C.T @ M @ C, -0.5j * C.T @ K @ C, W)
    for Va, Vb, Vc in permutations(perturbations):
        middle = Vb - Vb[0, 0] * identity
        third_order += (Va[0] @ resolvent @ middle @ resolvent @ Vc[:, 0]).real
ion_A_formula = -PPM * third_order / 3
f_ion = 0.001
ion_plus, ion_minus = [isotropic(shielding(solve(hamiltonian((0, 0, s * f_ion)), X),
                                           ops, 1)) for s in (1, -1)]
ion_A_num = (ion_minus - ion_plus) / (2 * f_ion)
assert abs(ion_A_formula / ion_A_num - 1) < 1e-3

# ---- H2, restricted Hartree-Fock
f = 0.005
oblique = np.array([0.004, 0.0, 0.003])
fields = {'zero': (0, 0, 0), '+z': (0, 0, f), '-z': (0, 0, -f), '+x': (f, 0, 0),
          'strong': (0, 0, 2 * f), '+oblique': oblique, '-oblique': -oblique}
states, start = {}, None
for name, field in fields.items():
    states[name] = solve(hamiltonian(field), X, eri, start)
    start = states['zero'][2]
tensors = {name: shielding(state, ops, 2) for name, state in states.items()}
sigma = {name: isotropic(t) for name, t in tensors.items()}

energy_h2 = two_electron_energy(h0, states['zero'], eri) + 1 / R
c0 = states['zero'][1][:, 0]
reference = scf.RHF(mol)
reference.verbose = 0
reference._eri = eri
reference.kernel(dm0=2 * np.outer(c0, c0))
assert abs(reference.e_tot - energy_h2) < 1e-7

with mol.with_rinv_origin((0, 0, 0)):
    inverse_r = c0 @ mol.intor('int1e_rinv') @ c0
assert abs(c0 @ sum(ops[0]) @ c0 - inverse_r) < 1e-4

slope_parts = (tensors['-z'] - tensors['+z']).sum(axis=1) / (6 * f)
A_dia, A_para = slope_parts
A = (sigma['-z'] - sigma['+z']) / (2 * f)
B_par = -((sigma['+z'] + sigma['-z']) / 2 - sigma['zero']) / f**2
B_perp = -(sigma['+x'] - sigma['zero']) / f**2
assert A > 0 and A_dia > 0

# Shielding as a mixed derivative of complex self-consistent energies.
b, m = 0.004, 0.001
mixed = []
for sign in (1, -1):
    h = (hamiltonian(fields['+z']) - 0.5j * b * ops[2][0]
         - 1j * sign * m * ops[1][0] + sign * m * b * ops[0][0])
    mixed.append(two_electron_energy(h, solve(h, X, eri, states['+z'][2]), eri))
sigma_xx_energy = PPM * (mixed[0] - mixed[1]) / (2 * b * m)
sigma_xx_sum = tensors['+z'][:, 0].sum()
assert abs(sigma_xx_energy / sigma_xx_sum - 1) < 2e-4

# The expansion must predict a field direction not used to determine it.
odd = (sigma['+oblique'] - sigma['-oblique']) / 2
even = (sigma['+oblique'] + sigma['-oblique']) / 2 - sigma['zero']
odd_predicted = -A * oblique[2]
even_predicted = -B_par * oblique[2]**2 - B_perp * oblique[0]**2
even_scale = abs(B_par) * oblique[2]**2 + abs(B_perp) * oblique[0]**2
assert abs(odd / odd_predicted - 1) < 0.01
assert abs(even - even_predicted) < 0.02 * even_scale

# Inversion about the midpoint exchanges the protons and reverses the slope.
partner = {k: isotropic(shielding(states[k], ops_partner, 2)) for k in ('+z', '-z')}
A_partner = (partner['-z'] - partner['+z']) / (2 * f)
assert abs(A_partner / A + 1) < 1e-3

# Gauge-origin dependence measures the incompleteness of the finite basis.
mid = {k: isotropic(shielding(states[k], ops_midgauge, 2)) for k in ('zero', '+z', '-z')}
A_mid = (mid['-z'] - mid['+z']) / (2 * f)
assert abs(mid['zero'] - sigma['zero']) < 0.5
assert abs(A_mid / A - 1) < 0.05

linear, quadratic = -A * 2 * f, -B_par * (2 * f)**2
direct = sigma['strong'] - sigma['zero']
assert abs(direct - linear - quadratic) < 0.02 * abs(linear)

E1 = FIELD_V_PER_NM
print(f"alpha^2 = {PPM:.4f} ppm")
print(f"atomic unit of electric field = {E1:.3f} V/nm")
print("HYDROGEN ATOM")
print(f"second-order Stark energy / F^2 = {stark} a.u.")
print(f"diamagnetic F^2 coefficient / alpha^2 = {atom_dia} a.u.")
print(f"paramagnetic xx F^2 coefficient / alpha^2 = {atom_para_perp} a.u.")
print(f"B / alpha^2, closed form = {atom_B} a.u.")
print(f"sigma0, closed form = {PPM / 3:.4f} ppm")
print(f"sigma0, diagonalization = {atom_sigma0:.4f} ppm")
print(f"size of A, diagonalization = {abs(atom_A_num):.1e} ppm/a.u.")
print(f"B, closed form = {float(atom_B) * PPM:.3f} ppm/a.u.^2")
print(f"B, diagonalization = {atom_B_num:.3f} ppm/a.u.^2")
print(f"B, converted = {float(atom_B) * PPM / E1**2:.3e} ppm/(V/nm)^2")
print("ONE ELECTRON ON THE TWO PROTONS")
print(f"A, third-order formula = {ion_A_formula:.4f} ppm/a.u.")
print(f"A, finite difference = {ion_A_num:.4f} ppm/a.u.")
print("H2, RESTRICTED HARTREE-FOCK")
print(f"bond length = {R:.2f} bohr; basis functions = {mol.nao}")
print(f"total energy = {energy_h2:.5f} hartree")
print(f"field step = {f:.3f} a.u.")
print(f"sigma0 = {sigma['zero']:.3f} ppm")
print(f"sigma0 diamagnetic part = {tensors['zero'][0].sum() / 3:.3f} ppm")
print(f"sigma0 paramagnetic part = {tensors['zero'][1].sum() / 3:.3f} ppm")
print(f"A = {A:.3f} ppm/a.u.")
print(f"A diamagnetic part = {A_dia:.3f} ppm/a.u.")
print(f"A paramagnetic part = {A_para:.3f} ppm/a.u.")
print(f"A, converted = {A / E1:.4f} ppm/(V/nm)")
print(f"A of partner proton, same axis = {A_partner:.3f} ppm/a.u.")
print(f"B_par = {B_par:.2f} ppm/a.u.^2")
print(f"B_perp = {B_perp:.2f} ppm/a.u.^2")
print(f"B_par, converted = {B_par / E1**2:.3e} ppm/(V/nm)^2")
print(f"B_perp, converted = {B_perp / E1**2:.3e} ppm/(V/nm)^2")
print(f"sigma_xx at +z step, energy derivative = {sigma_xx_energy:.4f} ppm")
print(f"sigma_xx at +z step, sum over states = {sigma_xx_sum:.4f} ppm")
print(f"oblique field (x, z) = {oblique[0]:.3f}, {oblique[2]:.3f} a.u.")
print(f"oblique odd part, direct = {odd:.5f} ppm")
print(f"oblique odd part, predicted = {odd_predicted:.5f} ppm")
print(f"oblique even part, direct = {even:.6f} ppm")
print(f"oblique even part, predicted = {even_predicted:.6f} ppm")
print(f"sigma0, gauge origin at midpoint = {mid['zero']:.3f} ppm")
print(f"A, gauge origin at midpoint = {A_mid:.3f} ppm/a.u.")
print(f"test field along +z = {2 * f:.3f} a.u.")
print(f"test field, converted = {2 * f * E1:.3f} V/nm")
print(f"linear shift in test field = {linear:.4f} ppm")
print(f"quadratic shift in test field = {quadratic:.4f} ppm")
print(f"predicted total shift = {linear + quadratic:.4f} ppm")
print(f"direct total shift = {direct:.4f} ppm")
print("PASS")
```

It prints:

```
alpha^2 = 53.2514 ppm
atomic unit of electric field = 514.221 V/nm
HYDROGEN ATOM
second-order Stark energy / F^2 = -9/4 a.u.
diamagnetic F^2 coefficient / alpha^2 = -3 a.u.
paramagnetic xx F^2 coefficient / alpha^2 = -233/144 a.u.
B / alpha^2, closed form = 881/216 a.u.
sigma0, closed form = 17.7505 ppm
sigma0, diagonalization = 17.7503 ppm
size of A, diagonalization = 0.0e+00 ppm/a.u.
B, closed form = 217.196 ppm/a.u.^2
B, diagonalization = 217.194 ppm/a.u.^2
B, converted = 8.214e-04 ppm/(V/nm)^2
ONE ELECTRON ON THE TWO PROTONS
A, third-order formula = 29.1724 ppm/a.u.
A, finite difference = 29.1724 ppm/a.u.
H2, RESTRICTED HARTREE-FOCK
bond length = 1.40 bohr; basis functions = 84
total energy = -1.13357 hartree
field step = 0.005 a.u.
sigma0 = 26.497 ppm
sigma0 diamagnetic part = 32.238 ppm
sigma0 paramagnetic part = -5.741 ppm
A = 50.505 ppm/a.u.
A diamagnetic part = 20.360 ppm/a.u.
A paramagnetic part = 30.145 ppm/a.u.
A, converted = 0.0982 ppm/(V/nm)
A of partner proton, same axis = -50.505 ppm/a.u.
B_par = 92.53 ppm/a.u.^2
B_perp = 92.83 ppm/a.u.^2
B_par, converted = 3.499e-04 ppm/(V/nm)^2
B_perp, converted = 3.511e-04 ppm/(V/nm)^2
sigma_xx at +z step, energy derivative = 25.5346 ppm
sigma_xx at +z step, sum over states = 25.5348 ppm
oblique field (x, z) = 0.004, 0.003 a.u.
oblique odd part, direct = -0.15152 ppm
oblique odd part, predicted = -0.15151 ppm
oblique even part, direct = -0.002318 ppm
oblique even part, predicted = -0.002318 ppm
sigma0, gauge origin at midpoint = 26.489 ppm
A, gauge origin at midpoint = 50.517 ppm/a.u.
test field along +z = 0.010 a.u.
test field, converted = 5.142 V/nm
linear shift in test field = -0.5050 ppm
quadratic shift in test field = -0.0093 ppm
predicted total shift = -0.5143 ppm
direct total shift = -0.5143 ppm
PASS
```
